\section*{How fast a perpendicular polarizer turns an in-plane magnetic layer}

\section*{Problem}

A thin magnetic layer lies in the $xy$ plane, with its magnetization at rest along $+x$. Its effective magnetization field is $B_d=\mu_0M_{\rm eff}=1$ T. At $t=0$ a current from a polarizer magnetized along the layer normal $+z$ switches on a damping-like spin torque whose strength, in field units, is $b=20$ mT.

(a) Neglecting damping and in-plane anisotropy, estimate the time in which the magnetization turns by $90^\circ$ in the plane. Which torque does the turning?

(b) The layer is an ellipse of $120\times80$ nm, 3 nm thick, with $M_s=M_{\rm eff}$, and the spin efficiency is $\eta=0.3$. What current density is needed?

(c) How far is the time moved by an in-plane anisotropy field $B_k=20$ mT, a damping constant $\alpha=0.01$, a linear current rise over $\tau=50$ ps, and thermal motion at 300 K?

(d) Has the layer switched once it has turned by $90^\circ$?

\section*{Solution}

\subsection*{(a) The ideal turning time}

Treat the layer as one rigid moment with unit vector $\mathbf m$. With $\gamma>0$ and no damping or in-plane anisotropy,
\begin{equation}
\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B
-\gamma b\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}),
\qquad \mathbf B=-B_d m_z\hat{\mathbf z}.
\end{equation}
The field $\mathbf B$ is the demagnetizing field, which opposes any out-of-plane component. Since $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=m_z\mathbf m-\hat{\mathbf z}$ and $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$, the components are
\begin{align}
\dot m_x&=\gamma B_d m_z m_y-\gamma b\,m_z m_x,\\
\dot m_y&=-\gamma B_d m_z m_x-\gamma b\,m_z m_y,\\
\dot m_z&=\gamma b\,(1-m_z^2).
\end{align}

Let $\psi$ be the in-plane angle measured clockwise from $+x$ as seen from $+z$, so that $m_x=\rho\cos\psi$ and $m_y=-\rho\sin\psi$ with $\rho^2=1-m_z^2$. Then
\begin{equation}
\dot\psi=\frac{m_y\dot m_x-m_x\dot m_y}{\rho^2}
=\frac{\gamma B_d m_z(m_y^2+m_x^2)}{\rho^2}=\gamma B_d m_z .
\end{equation}
The two terms in $b$ have cancelled. The spin torque therefore does not turn the magnetization in the plane. It lifts it out of the plane, and the precession about the resulting demagnetizing field does the turning. If $B_d$ is set to zero and $b$ is kept, the layer tilts but its in-plane angle stays at zero.

The equation for $m_z$ separates. From $dm_z/(1-m_z^2)=\gamma b\,dt$ and $m_z(0)=0$ follows $m_z=\tanh(\gamma bt)$. A second integration, with $\psi(0)=0$, gives
\begin{equation}
\psi(t)=\gamma B_d\int_0^t\tanh(\gamma bt')\,dt'
=\frac{B_d}{b}\ln\cosh(\gamma bt).
\end{equation}
Setting $\psi=\pi/2$ yields
\begin{equation}
t_{90}=\frac{1}{\gamma b}\,{\rm arccosh}\,e^{y},
\qquad y=\frac{\pi b}{2B_d}.
\label{closed}
\end{equation}

For $b\ll B_d$ the tilt stays small. Write $x=\gamma bt_{90}$ and use $\ln\cosh x=x^2/2-x^4/12+\dots$. The condition $\ln\cosh x=y$ becomes $x^2=2y+x^4/6+\dots$. Putting the leading result $x^2=2y$ into the last term gives $x^2\approx2y(1+y/3)$, and the square root is $x\approx\sqrt{2y}\,(1+y/6)$. Hence
\begin{equation}
t_{90}\approx\frac1\gamma\sqrt{\frac{\pi}{bB_d}}
\left(1+\frac{\pi b}{12B_d}\right).
\label{short}
\end{equation}
The leading term describes a constant angular acceleration, $\psi\approx\tfrac12\gamma^2bB_dt^2$: the tilt grows linearly in time, and the turning rate is proportional to the tilt. This is why the time depends on the product $bB_d$, and why four times the torque only halves it.

With the free-electron value $\gamma=0.17609$ rad/(ps\,T),
\begin{equation}
\frac1\gamma\sqrt{\frac{\pi}{bB_d}}
=\frac{\sqrt{\pi/(0.020\times1.0)}}{0.17609}\ {\rm ps}
=\frac{12.53}{0.17609}\ {\rm ps}\approx71.2\ {\rm ps}.
\end{equation}
The correction in (\ref{short}) is $0.52\,\%$ and brings this to 71.55 ps, in agreement with (\ref{closed}) and with direct integration of the vector equation. The estimate is thus about 70 ps. The ideal time scales as $1/\gamma$, so a layer with $g\approx2.1$, as is usual for 3d ferromagnetic metals, turns about 5\,\% faster, in 68 ps. At that moment $m_z=0.247$, a tilt of $14^\circ$, so the magnetization still lies largely in the plane.

In the opposite limit, $b\gg B_d$, one has $e^y\gg1$ and ${\rm arccosh}\,e^y\approx y+\ln2$, so that
\begin{equation}
t_{90}\approx\frac{\pi}{2\gamma B_d}+\frac{\ln2}{\gamma b}.
\end{equation}
More torque then hardly helps, because $m_z$ cannot exceed one and the turning rate cannot exceed $\gamma B_d$. The in-plane part left at the quarter turn is $\rho=1/\cosh(\gamma bt_{90})=e^{-y}$, which is tiny in this limit. The layer has been pulled upright, and the angle $\psi$ has lost its use as a measure of reversal.

\subsection*{(b) The current density}

The number of electrons crossing unit area per unit time is $J/e$, and each delivers on average the angular momentum $\eta\hbar/2$. The layer, of thickness $d$, carries angular momentum $M_sd/\gamma$ per unit area. For $m_z\approx0$ the torque must change $m_z$ at the rate $\gamma b$, so
\begin{equation}
\frac{M_sd}{\gamma}\,\gamma b=\frac{\eta\hbar}{2}\frac{J}{e}
\quad\Longrightarrow\quad
J=\frac{2eM_sd\,b}{\hbar\eta}.
\end{equation}
In this formula $\gamma$ has cancelled. With $M_s=B_d/\mu_0=796$ kA/m,
\begin{equation}
J=\frac{2(1.602\times10^{-19})(7.96\times10^{5})(3\times10^{-9})(0.020)}
{(1.055\times10^{-34})(0.3)}\ {\rm A/m^2},
\end{equation}
which is $4.8\times10^{7}$ A/cm$^2$, or 3.65 mA through the pillar. At fixed layer and efficiency $J\propto b$, so halving $t_{90}$ costs four times the current in the regime $b\ll B_d$.

\subsection*{(c) What the estimate leaves out}

\paragraph{In-plane anisotropy.} An easy axis along $x$ adds the field $B_km_x\hat{\mathbf x}$. Because $\mathbf m\times\hat{\mathbf x}=(0,m_z,-m_y)$, the added rate of $m_z$ is $\gamma B_km_xm_y=-\gamma B_k\rho^2\sin\psi\cos\psi$. It opposes the spin torque during the first quarter turn. The same field also adds $\gamma B_km_z\cos^2\psi$ to $\dot\psi$, which is smaller than $\gamma B_dm_z$ by at least the factor $B_k/B_d$ and is dropped. With $m_z^2\ll1$,
\begin{equation}
\ddot\psi=\gamma B_d\dot m_z
=\gamma^2B_d\left(b-\frac{B_k}{2}\sin2\psi\right).
\end{equation}
Multiplying by $\dot\psi$ and integrating from rest at $\psi=0$ gives
\begin{equation}
\frac{\dot\psi^2}{2}=\gamma^2B_d
\left(b\psi-\frac{B_k}{2}\sin^2\psi\right).
\label{energy}
\end{equation}
The time is the integral of $d\psi/\dot\psi$ from 0 to $\pi/2$. For $B_k=20$ mT it is 79.7 ps, and integration of the full vector equation gives the same figure. The dropped terms are of relative order $B_k/B_d$ and $b/B_d$, each 2\,\% here, so agreement to three figures should not be expected in general.

Equation (\ref{energy}) also shows when the estimate fails altogether. The right-hand side must stay positive up to $\psi=\pi/2$, which requires
\begin{equation}
\frac{b}{B_k}>\max_{0<\psi\le\pi/2}\frac{\sin^2\psi}{2\psi}=0.362 .
\end{equation}
The maximum lies where $\tan\psi=2\psi$. For $B_k=20$ mT the threshold is 7.2 mT. In the full undamped equation, a torque 10\,\% below this value did not bring the layer to $90^\circ$ within 3 ns, while one 10\,\% above it did. The threshold belongs to a sudden start without damping. A static balance $b=(B_k/2)\sin2\psi$ exists up to $b=B_k/2=10$ mT, but a layer started suddenly can run through the balance point with the speed it has gained.

\paragraph{Damping.} The term $\alpha\,\mathbf m\times\dot{\mathbf m}$ has the $z$ component $\alpha(m_x\dot m_y-m_y\dot m_x)=-\alpha\rho^2\dot\psi\approx-\alpha\gamma B_dm_z$. It pulls the magnetization back towards the plane. Its in-plane part adds about $\alpha\dot m_z\approx\alpha\gamma b$ to $\dot\psi$, hence an angle $\alpha\gamma bt$, which is below $0.2\,\%$ of $\pi/2$ here and is dropped. To first order in $\alpha$, and with $B_k=0$,
\begin{align}
m_z&\approx\gamma bt-\tfrac12\alpha\gamma^2B_db\,t^2,\\
\psi&\approx\tfrac12\gamma^2bB_dt^2
\left(1-\tfrac13\alpha\gamma B_dt\right).
\end{align}
To reach the same angle, $t^2$ must grow by the fraction $\alpha\gamma B_dt/3$, and $t$ by half of it:
\begin{equation}
\frac{\delta t}{t_{90}}\approx\frac{\alpha\gamma B_dt_{90}}{6}
=\frac{0.01\times0.17609\times1.0\times71.55}{6}=2.1\,\%.
\end{equation}
Direct integration gives 73.0 ps.

\paragraph{Current rise.} Let the torque grow as $bt/\tau$ up to $t=\tau$ and then stay at $b$. For small tilt, $m_z=\gamma bt^2/(2\tau)$ during the rise, so $\psi(\tau)=\gamma^2bB_d\tau^2/6$. Afterwards $m_z=\gamma b(t-\tau/2)$, and
\begin{align}
\psi(t)&=\gamma^2bB_d\left[\frac{\tau^2}{6}
+\frac{(t-\tau/2)^2}{2}-\frac{\tau^2}{8}\right]\nonumber\\
&=\frac{\gamma^2bB_d}{2}\left[\left(t-\frac\tau2\right)^2
+\frac{\tau^2}{12}\right].
\end{align}
Equating this to $\tfrac12\gamma^2bB_dt_{90}^2$ gives, provided the result is not less than $\tau$,
\begin{equation}
t=\frac\tau2+\sqrt{t_{90}^2-\frac{\tau^2}{12}}
=25+\sqrt{71.55^2-\frac{50^2}{12}}\approx95\ {\rm ps}.
\end{equation}
Without anisotropy and damping, the layer thus loses slightly less than half the rise time.

\paragraph{Thermal spread.} Near the easy axis the energy, apart from a constant, is $\tfrac12M_sV[(B_d+B_k)m_z^2+B_k\psi^2]$, where $V$ is the layer volume. Equipartition gives
\begin{equation}
\langle\psi_0^2\rangle=\frac{k_BT}{M_sVB_k},\qquad
\langle m_{z0}^2\rangle=\frac{k_BT}{M_sV(B_d+B_k)} .
\end{equation}
At 300 K the rms values are $6.15^\circ$ and 0.015. A starting offset changes the angle at time $t$ by $\psi_0+\gamma B_dm_{z0}t$. Dividing by the turning rate $\gamma^2bB_dt$, and using $\gamma^2bB_dt_{90}^2\approx\pi$, gives the shift in arrival time at the hard axis:
\begin{equation}
\delta t\approx-\frac{m_{z0}}{\gamma b}-\frac{\psi_0}{\pi}\,t_{90}.
\end{equation}
The two parts have rms sizes of 4.3 and 2.4 ps. Being independent, they combine in quadrature to about 5 ps. Here $B_k$ sets the starting distribution, while the motion itself is the ideal one. The figure is the spread due to the starting state alone; thermal noise acting during the turn is not included.

The table collects times from the full vector equation. Each row starts from the ideal case and changes what is named.

\begin{center}
\begin{tabular}{lcc}
\hline
Case & Time (ps) & Relative to ideal\\
\hline
Ideal, $b=20$ mT, $B_d=1$ T & 71.55 & 1.00\\
$b=5$ mT & 142.5 & 1.99\\
$B_d=0.25$ T & 145.4 & 2.03\\
$B_k=20$ mT & 79.7 & 1.11\\
$\alpha=0.01$ & 73.0 & 1.02\\
$\tau=50$ ps & 95.0 & 1.33\\
$B_k$, $\alpha$ and $\tau$ together & 107.5 & 1.50\\
\hline
\end{tabular}
\end{center}

The second and third rows have the same product $bB_d$ and would agree under the leading law. They differ because the correction $\pi b/(12B_d)$ is larger when $b/B_d$ is larger. The three delays, taken singly, add up to 33 ps, against 36 ps when they act together, so they are not simply additive.

\subsection*{(d) A quarter turn is not yet a switch}

With $B_k=20$ mT and no damping, the layer reaches the hard axis with $m_z=0.204$. Its out-of-plane energy, compared with the anisotropy barrier $\tfrac12M_sVB_k$, is
\begin{equation}
\frac{\tfrac12M_sVB_dm_z^2}{\tfrac12M_sVB_k}
=\frac{B_dm_z^2}{B_k}=\frac{1.0\times0.2038^2}{0.020}\approx2.1 .
\end{equation}
Equation (\ref{energy}) at $\psi=\pi/2$, with $\dot\psi=\gamma B_dm_z$, shows where this comes from: to leading order the ratio is $\pi b/B_k-1$.

If the current is cut at this moment, the layer does not come to rest at $180^\circ$ on its first pass. With $\alpha=0.01$ acting from then on, it coasts through the reversed direction and crosses the next hard axis, at $270^\circ$, after a further 85 ps. If the damping already acts during the pulse, the layer arrives with $m_z=0.194$ and the figure is 89 ps. The later motion, and hence the direction in which it finally comes to rest, has not been followed here. For a layer that starts at rest in the plane, the sign of the current fixes the initial direction of turning, but the final state depends on when the pulse ends. For the parameters used here, about 70 ps is the ideal time of the first quarter turn. It is not a recommended pulse length, and a pulse that ends at the quarter turn does not by itself ensure reversal.

\subsection*{Comparison with real pillars}

The parameters are round values in the rough range of a metallic spin-valve pillar with a perpendicular polarizer. Setting $M_s=M_{\rm eff}$ treats the layer as a wide film. In a small ellipse the finite width makes $B_d$ smaller than $\mu_0M_s$, so without other perpendicular anisotropy a layer with $B_d=1$ T has a larger $M_s$ and needs a correspondingly larger current density. For uniform magnetization the demagnetizing factors of this ellipse give $B_d\approx0.86\,\mu_0M_s$, an increase of about 17\,\%. The anisotropy barrier is $43.5\,k_BT$ at 300 K; whether that is enough for storage depends on the retention time and the number of cells. The current density is high compared with the few $10^6$ A/cm$^2$ often quoted for tunnel-junction memory. Among the effects evaluated here, the assumption that costs most is the instantaneous current: a 50 ps rise alone lengthens the time by a third, and with anisotropy and damping the total is half as long again as the ideal value.

The assumption of one rigid moment is also strained. By Amp\`ere's law, a round column of the same area, with radius $R=49$ nm, has an Oersted field $\mu_0JR/2=14.9$ mT at its edge, comparable with $b$. For a centred round column this field circulates and averages to zero over the layer, so it exerts no net torque on a uniform magnetization, but it can make the magnetization non-uniform. The resulting change in the time has not been evaluated here, nor have those due to heating, a field-like torque, stray field from the polarizer, the spin torque of an in-plane reference layer added for read-out, or a spin efficiency that varies with the tilt. The figures behind the estimates are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
torque strength b: 20 mT
effective magnetization field Bd: 1.0 T
gyromagnetic ratio: 0.17609 rad/(ps T)
tilt rate gamma*b: 3.522 per ns
90-degree time, short-time law: 71.18 ps
90-degree time, closed form: 71.55 ps
90-degree time, vector equation: 71.55 ps
leading correction to short-time law: 0.52 %
mz at 90 degrees: 0.2468
tilt out of plane at 90 degrees: 14.3 deg
in-plane turn with Bd = 0, same time: 0.0 deg
90-degree time with b = 5 mT: 142.5 ps
90-degree time with Bd = 0.25 T: 145.4 ps
layer: 120 x 80 x 3 nm
saturation magnetization: 796 kA/m
spin efficiency: 0.3 (dimensionless)
current density: 4.84e+07 A/cm2
pillar current: 3.65 mA
Oersted field at edge: 14.9 mT
in-plane anisotropy field Bk: 20 mT
undamped threshold b/Bk: 0.3623 (dimensionless)
undamped threshold b: 7.25 mT
time with anisotropy, energy integral: 79.7 ps
time with anisotropy, vector equation: 79.7 ps
damping alpha: 0.01 (dimensionless)
time with damping only: 73.00 ps
relative delay by damping, formula: 2.10 %
current rise time: 50 ps
time with current rise only: 95.0 ps
time with current rise, formula: 95.1 ps
time with anisotropy, damping and rise: 107.5 ps
temperature: 300 K
anisotropy barrier: 43.5 kT
rms starting in-plane angle: 6.15 deg
rms starting mz: 0.0150 (dimensionless)
rms time shift from starting mz: 4.26 ps
rms time shift from starting angle: 2.44 ps
combined rms thermal time spread: 4.92 ps
mz at 90 degrees with anisotropy: 0.2038
out-of-plane energy / barrier at 90 deg: 2.08
coasting time from 90 to 270 deg, pulse off: 84.9 ps
\end{verbatim}
